# Correcting Charged Defects in Dielectric Slabs with a Layered Model

## The correction

A supercell calculation of a defect with charge \(Q=qe\), \(e>0\), in a slab contains the periodic images of the defect and a neutralizing background. To obtain the energy of one defect in an isolated slab, add

\[
E_{\rm corr}=E_{\rm iso}[\rho]-E_{\rm per}[\rho]-QC .
\tag{1}
\]

Here \(\rho\) is a localized model charge of total \(Q\). Its electrostatic energy is computed twice in the same permittivity profile \(\varepsilon(z)\): with open boundaries (\(E_{\rm iso}\)) and with the periodicity and background of the supercell (\(E_{\rm per}\)). The constant \(C\) is the value, far from the defect, of the defect-induced supercell potential minus the periodic model potential. Both are potentials felt by a positive charge; for electron potential energies the sign is reversed.

The cell has area \(A=L^2\), height \(H\) and volume \(\Omega=AH\). The slab is normal to \(z\), has vacuum on both sides and no net dipole when neutral. Its response is linear, local and isotropic. The permittivity must describe the same response as the supercell calculation: electronic screening for clamped ions, static screening if the ions relax. Gaussian units are used.

## Why more vacuum does not help

The naive remedy is to enlarge the cell until the energy settles. For a slab one might add vacuum, which needs no further atoms. At fixed lateral size, however, the energy does not settle: once the cell is tall enough, it grows linearly with the height.

Average the charge over the plane and neglect its thickness along \(z\). It becomes a sheet of density \(\sigma=Q/A\), with background \(-\sigma/H\). Let \(u\) be the height above the sheet, \(-H/2<u<H/2\). Gauss's law, \(D'=4\pi[\sigma\delta(u)-\sigma/H]\), gives

\[
D=2\pi\sigma(d+c),\qquad d={\rm sgn}\,u-\frac{2u}{H}.
\]

The constant \(c\) follows from periodicity of the potential, \(\oint D/\varepsilon\,dz=0\). Define \(\eta=1-1/\varepsilon\), which vanishes in vacuum, and \(a=\int\eta\,dz\). Since \(\oint d\,dz=0\), the condition \(\oint(d+c)(1-\eta)dz=0\) becomes \(c(H-a)=\int\eta d\,dz\).

The field energy of this planar part is \((A/8\pi)\oint D^2/\varepsilon\,dz\). In expanding the square, the term \(c\oint(d+c)(1-\eta)dz\) vanishes. With \(\oint d^2dz=H/3\),

\[
E_0=\frac{\pi Q^2}{2A}\left[\frac H3-\int\eta d^2dz-\frac{(\int\eta d\,dz)^2}{H-a}\right].
\tag{2}
\]

The last two terms stay bounded as \(H\) grows, because \(\eta\) is confined to the slab. The laterally varying fields decay across the vacuum, so their energy tends to a constant. At fixed \(A\), therefore,

\[
\frac{dE_{\rm per}}{dH}\longrightarrow\frac{\pi Q^2}{6A}.
\tag{3}
\]

The slab's permittivity has dropped out: the growing energy is that of a field in vacuum, between the charge and a background spread through the vacuum. This holds while the charge stays fixed and localized. For a negative defect the background is positive and forms a well for electrons in the vacuum, which deepens as \(H\) grows. Once it reaches the highest occupied level, electrons leave the slab, and neither (3) nor (1) applies.

Formula (2) also gives the approach to the limit. Expanding \(d^2=1-4|u|/H+\cdots\), the bracket becomes \(H/3-a+(4S_1-S_0^2)/H+\cdots\), with \(S_1=\int\eta|u|dz\) and \(S_0=\int\eta\,{\rm sgn}\,u\,dz\). The finite-difference slope between \(H_1\) and \(H_2\) is thus changed by the fraction \(-3(4S_1-S_0^2)/(H_1H_2)\) at this order.

## Replacing the long-range part

Since the error is electrostatic and long-ranged, a model can carry it. For the periodic problem,

\[
\nabla\cdot(\varepsilon\nabla V_{\rm per})=-4\pi\left(\rho-\frac Q\Omega\right),\qquad \langle V_{\rm per}\rangle=0 .
\tag{4}
\]

Charging linearly from zero to full charge makes the potential grow in proportion, which gives the factor one half:

\[
E_{\rm per}=\frac12\int_\Omega\left(\rho-\frac Q\Omega\right)V_{\rm per}\,d^3r
=\frac12\int_\Omega\rho V_{\rm per}\,d^3r .
\]

The background term vanishes because the average potential is zero. The isolated problem is

\[
\nabla\cdot(\varepsilon\nabla V_{\rm iso})=-4\pi\rho,\qquad V_{\rm iso}(\infty)=0,\qquad
E_{\rm iso}=\frac12\int\rho V_{\rm iso}\,d^3r .
\tag{5}
\]

There is also a term linear in the charge, from the potential \(\phi_0\) of the neutral slab. In the supercell it is \(\int\rho_d\phi_0\), with \(\rho_d\) the true defect charge and \(\langle\phi_0\rangle=0\). With the vacuum as zero, the potential is \(\phi_0+b\), and the linear energy rises by \(Qb\). The valence-band edge for electrons falls by \(eb\), so the reservoir term \(q\varepsilon_v\) falls by \(qeb=Qb\). The sum is unchanged. The formation energy is therefore

\[
E_f=E_q^{\rm cell}-E_{\rm host}^{\rm cell}-\sum_i n_i\mu_i+q(\varepsilon_v+E_F)+E_{\rm corr},
\]

where \(n_i\) atoms of species \(i\) are added, \(\mu_i\) are their chemical potentials, \(E_F\) is measured from \(\varepsilon_v\), and \(\varepsilon_v\) comes from the neutral host cell with zero average potential.

## Why the model energies alone are insufficient

The true charge is \(\rho_d=\rho+\delta\rho\), with \(\int\delta\rho=0\). Assume that \(\delta\rho\) is spherical, lies inside a region of uniform \(\varepsilon\), and is the same under both boundary conditions. By Gauss's law its potential \(v\) vanishes outside it. It is then unaffected by interfaces and periodic images, apart from a constant:

\[
V_{d,{\rm iso}}=V_{\rm iso}+v,\qquad V_{d,{\rm per}}=V_{\rm per}+v+C .
\]

Both periodic potentials average to zero, so

\[
C=-\frac1\Omega\int v\,d^3r .
\tag{6}
\]

A short-range potential thus leaves a trace far away, through the zero-average convention. Let \(W=V_{\rm iso}-V_{\rm per}\). The required correction is

\[
\begin{aligned}
E_{\rm corr}
&=\frac12\int(\rho+\delta\rho)(V_{\rm iso}+v)-\frac12\int(\rho+\delta\rho)(V_{\rm per}+v+C)\\
&=\frac12\int\rho W+\frac12\int\delta\rho\,W-\frac12QC .
\end{aligned}
\]

The first term is \(E_{\rm iso}-E_{\rm per}\). For the second, subtract (4) from (5): inside the cell, \(\nabla\cdot(\varepsilon\nabla W)=-4\pi Q/\Omega\). Insert \(\delta\rho=-\nabla\cdot(\varepsilon\nabla v)/4\pi\) and integrate by parts twice. The surface terms vanish with \(v\), and

\[
\int\delta\rho\,W=-\frac1{4\pi}\int v\,\nabla\cdot(\varepsilon\nabla W)
=\frac Q\Omega\int v=-QC .
\]

The second term is therefore \(-QC/2\). Together with the explicit \(-QC/2\) it gives the full \(-QC\) of (1).

For Gaussian mixtures with a common centre, \(C\) can be predicted. Let \(s_t^2\) and \(s_m^2\) be the variances per axis of the true and model charges. Since \(\nabla^2r^2=6\),

\[
\int v=\frac16\int r^2\nabla^2v=-\frac{2\pi}{3\varepsilon}\int r^2\delta\rho
=-\frac{2\pi Q}{\varepsilon}(s_t^2-s_m^2),
\]

\[
C=\frac{2\pi Q(s_t^2-s_m^2)}{\varepsilon\Omega}.
\tag{7}
\]

Gaussian tails make the assumed confinement approximate, so the widths must be small compared with the distance to interfaces and images.

## Solving the two problems

Because \(\varepsilon\) depends on \(z\) alone, an in-plane Fourier transform separates the equations. With \(V_k(z)=\int d^2R\,e^{-i\mathbf k\cdot\mathbf R}V\),

\[
-(\varepsilon V_k')'+\varepsilon k^2V_k=4\pi\rho_k ,
\tag{8}
\]

with \(\rho_0\) replaced by \(\rho_0-Q/H\) in the periodic case. The inverse transform is a sum over lateral reciprocal vectors divided by \(A\), or an integral \(\int d^2k/(2\pi)^2\). For an axially symmetric charge,

\[
E_{\rm per}=\frac1{2A}\sum_{\mathbf k}\int\rho_k^*V_k\,dz,\qquad
E_{\rm iso}=\frac12\int_0^\infty\frac{k\,dk}{2\pi}\int\rho_k^*V_k\,dz .
\]

Divide \(z\) into intervals of width \(h\), with potentials at their centres. The displacement \(D\) is continuous at the face between intervals \(i\) and \(i+1\), so the potential drop is \(V_i-V_{i+1}=(h/2)D(1/\varepsilon_i+1/\varepsilon_{i+1})\). Hence

\[
D_{i+1/2}=-\varepsilon_{i+1/2}\frac{V_{i+1}-V_i}{h},\qquad
\varepsilon_{i+1/2}=\frac{2}{1/\varepsilon_i+1/\varepsilon_{i+1}},
\]

and (8) becomes

\[
\frac{D_{i+1/2}-D_{i-1/2}}h+\varepsilon_i k^2V_i=4\pi\rho_{k,i}.
\]

In the periodic problem the last interval connects to the first. For \(k=0\) the matrix is singular, since a constant may be added to \(V\). Instead, sum the charge to obtain \(D\) up to a constant, fix that constant by \(\sum D_{i+1/2}/\varepsilon_{i+1/2}=0\), sum \(-hD/\varepsilon\) to obtain \(V\), and subtract its mean.

In the isolated problem the outer solution decays as \(e^{-k|z|}\). At the upper end the outward displacement is \(D=\varepsilon kV_f\), where \(V_f\) is the potential at the end face. It also equals \(\varepsilon(V_N-V_f)/(h/2)\). Eliminating \(V_f\) gives

\[
D=\frac{\varepsilon kV_N}{1+kh/2},
\]

and likewise at the lower end. No extrapolation in vacuum thickness is needed.

Small \(k\) needs care. If \(V_k\) is nearly constant across the slab, integrating (8) gives \(V_k\simeq4\pi Q/(2k+k^2\int_{\rm slab}\varepsilon\,dz)\). The factor \(k\) in the energy integral removes the divergence, but the integrand changes near \(k\sim2/\int_{\rm slab}\varepsilon\,dz\). Substituting \(k=k_{\max}t^2\) concentrates quadrature points there.

## Two limits that check the solver

In a uniform medium with a cubic cell, let \(\psi\) be the periodic potential of a unit point charge minus \(1/(\varepsilon r)\). Then \(\psi(0)=-\alpha/(\varepsilon L)\), which defines the Madelung constant \(\alpha\), and \(\varepsilon\nabla^2\psi=4\pi/\Omega\) near the origin. Its spherical average is \(\psi(0)+2\pi r^2/(3\varepsilon\Omega)\). Two points drawn from a Gaussian of width \(s\) have mean-square separation \(6s^2\), so

\[
E_{\rm iso}-E_{\rm per}=-\frac{Q^2}{2}\langle\psi\rangle
=\frac{Q^2}{\varepsilon}\left(\frac{\alpha}{2L}-\frac{2\pi s^2}{L^3}\right).
\]

For \(L=14\) Å, \(\varepsilon=4\), \(s=1\) Å and \(\alpha=2.8373\), this is \(3.600\,(0.10133-0.00229)=0.3565\) eV, in agreement with the solver.

The second limit is a sharp slab of thickness \(t\) in vacuum, with the charge at depths \(g_1\) and \(g_2\) below its two faces. An image \(\beta Q\) represents one reflection. Continuity of the potential and of normal \(D\) requires \((1+\beta)/\varepsilon=\tau\) and \(1-\beta=\tau\), where \(\tau Q\) is the effective charge seen from vacuum. Hence \(\beta=(\varepsilon-1)/(\varepsilon+1)\). Repeated reflections give

\[
E_{\rm image}=\frac{Q^2}{2\varepsilon}\left[\sum_{n\ge1}\frac{\beta^{2n}}{nt}
+\sum_{n\ge0}\beta^{2n+1}\left(\frac1{2nt+2g_1}+\frac1{2nt+2g_2}\right)\right].
\]

The images have the sign of the charge, so the vacuum faces repel it. With \(\varepsilon=4\), \(t=20\) Å, depths of 6 and 14 Å and \(s=1\) Å, the self-energy \(Q^2/(2\sqrt\pi\,\varepsilon s)=1.0155\) eV and the image energy 0.1858 eV add to 1.2013 eV. The solver gives the same value to this precision.

## A two-layer example

The example has \(q=+1\), a 12 Å layer with \(\varepsilon=12\), and a 16 Å layer with \(\varepsilon=4\). The interfaces are smoothed over 0.8 Å, and the charge is in the middle of the second layer. These are model parameters. A mixture of two Gaussians replaces the first-principles defect charge; it has \(s_t^2=0.96\) Å\(^2\). The model is one broader Gaussian with \(s_m^2=2.56\) Å\(^2\). The example examines the electrostatics, without chemical bonding or a formation energy.

For \(L=10\) Å and \(H=48\) Å, \(\Omega=4800\) Å\(^3\). With \(e^2=14.400\) eV Å, equation (7) predicts

\[
eC=\frac{2\pi(14.400)(0.96-2.56)}{4(4800)}\ {\rm eV}=-7.54\ {\rm meV},
\]

and the plateau gives \(-7.53\) meV. The correction is

\[
E_{\rm corr}=0.6923-0.9373+0.0075\simeq-0.2374\ {\rm eV}
=-3.804\times10^{-13}\ {\rm erg},
\]

where the last digit follows from the unrounded values. The raw energy of 1.3654 eV becomes 1.1280 eV. The isolated energy of the true charge, computed directly, is also 1.1280 eV. Without the alignment term the result would be too low by 7.6 meV.

The isolated model energy, 0.6923 eV, is far from 1.1280 eV because the broader charge has a smaller self-energy. This does no harm: the self-energy cancels between the two model energies, and the true one remains in the supercell result.

| \(L,H\) (Å) | Raw (eV) | Correction (eV) | Corrected (eV) |
|---|---:|---:|---:|
| 10, 48 | 1.3654 | −0.2374 | 1.1280 |
| 14, 48 | 1.0776 | 0.0504 | 1.1280 |
| 14, 80 | 1.8196 | −0.6916 | 1.1280 |
| 20, 64 | 1.1273 | 0.0007 | 1.1280 |

The raw energies span 0.742 eV, the corrected ones 0.003 meV. The raw supercell energies come from a separate plane-wave solver, so this agreement is a test of (1). The corrected values all lie about 0.03 meV below the direct one, an offset due mainly to the finite grid and far smaller than the alignment term in the smallest cell.

The last cell is instructive. Its correction nearly vanishes, yet the raw energy has not converged. At \(L=14\) Å the correction changes sign between \(H=48\) and 80 Å, so a near-zero value can arise from cancellation between lateral and vertical finite-size effects.

For \(L=14\) Å, the slope between \(H=400\) and 800 Å is 0.03821 eV/Å, against 0.03847 eV/Å from (3), a deficit of 0.7%. For sharp interfaces, \(S_1=\frac34(64)+\frac{11}{12}(168)=202\) Å\(^2\) and \(S_0=-11\) Å. The estimated deficit is \(3(808-121)/(400\times800)=0.6\%\), which accounts for most of it. Such tall cells test only the electrostatics of the model: the planar potential in the vacuum lies about 40 and 86 V below the slab faces, and already 4 V below the nearer face at \(H=80\) Å. At \(L=10\) Å the planar field in the second layer is about 0.14 V/Å and the drop from the defect plane to the far face about 2 V. These values are comparable to breakdown fields and band gaps of real insulators, so linear response and a fixed charge must be checked before cells this narrow are used.

## What the plateau can reveal

The planar difference between true and model potentials should be flat away from the defect. A wrong permittivity gives the wrong field for a given displacement. Through the condition \(\oint D/\varepsilon\,dz=0\) it generally also changes the constant \(c\) in \(D\), which leaves a slope even where the permittivity is correct. A displaced model charge leaves a dipole, whose potential step must be undone over the rest of the periodic cell.

For a displacement of 0.5 Å in the smallest cell, the step is \(4\pi(14.400)(0.5)/(4\times100)=0.226\) eV. With sharp interfaces, \(\oint dz/\varepsilon=1+4+20=25\) Å. The region more than 8 Å from the defect excludes the second layer and contains 21 Å of this, so the expected spread there is \(0.226\times21/25=0.19\) eV. The computed spread is 188 meV. Using \(\varepsilon=6\) instead of 4 in the second layer gives 172 meV, while the correct model leaves 0.07 meV, a residue of the finite grid.

A flat plateau is still not sufficient evidence. Planar averaging discards the lateral shape of \(\delta\rho\), whereas \(\int\delta\rho W\) depends on it. A nonspherical remainder can therefore pass this check and leave an energy error.

The same caution applies to a defect whose charge straddles an interface: \(\delta\rho\) then lies in a varying permittivity, and the argument that \(v\) has short range fails. The model should follow the actual charge more closely, so that little is left for \(\delta\rho\). If the charge spreads into band states or into the vacuum, or changes with cell size, the supercell does not contain the localized state assumed here, and (1) cannot restore it. Finally, \(E_{\rm iso}\) belongs to the finite slab with its vacuum faces; it is not the energy of the same defect beside a semi-infinite substrate.

The numerical output below gives the remaining values.

## Table of computed values

```
e^2 = 14.39965 eV angstrom; q = +1
Uniform test: L=14 A, eps=4, width=1.0 A, Madelung constant=2.837297
  E_iso-E_per: solver 0.35654 eV, Ewald 0.35654 eV
Sharp slab: eps=4, thickness=20 A, depths=6 and 14 A, width=1.0 A
  self 1.01552 + images 0.18575 = 1.20127 eV; solver 1.20129 eV
Layer: z=10 to 22 A, eps=12
Layer: z=22 to 38 A, eps=4
Interface smoothing 0.8 A; defect at z=30 A
True charge (weight, width in A): (0.6, 0.8), (0.4, 1.2)
Model width 1.6 A; variance per axis: true 0.960, model 2.560 A^2
E_iso model: 0.69229 eV (grid 0.05 A), 0.69231 eV (grid 0.10 A)
E_iso true charge, direct: 1.12798 eV
Cell L=10 A, H=48 A:
  E_per true 1.36538, E_per model 0.93725 eV
  C plateau -7.534 meV, moment formula -7.540 meV, spread 0.0723 meV
  E_corr -0.23742 eV, corrected energy 1.12795 eV, error -0.031 meV
  error without alignment -7.566 meV
  E_corr = -3.8039e-13 erg
  E_per model by plane waves 0.93724 eV
  plateau spread, eps 6 for 4: 172.1 meV
  plateau spread, charge shifted 0.5 A: 188.4 meV
Cell L=14 A, H=48 A:
  E_per true 1.07758, E_per model 0.64576 eV
  C plateau -3.844 meV, moment formula -3.847 meV, spread 0.0369 meV
  E_corr 0.05038 eV, corrected energy 1.12795 eV, error -0.032 meV
Cell L=14 A, H=80 A:
  E_per true 1.81959, E_per model 1.38624 eV
  C plateau -2.307 meV, moment formula -2.308 meV, spread 0.0578 meV
  E_corr -0.69164 eV, corrected energy 1.12795 eV, error -0.031 meV
Cell L=20 A, H=64 A:
  E_per true 1.12727, E_per model 0.69302 eV
  C plateau -1.413 meV, moment formula -1.414 meV, spread 0.0245 meV
  E_corr 0.00068 eV, corrected energy 1.12796 eV, error -0.029 meV
Range over cells: raw 0.74202 eV, corrected 0.003 meV
Vacuum growth, L=14 A: E_per=12.9531 eV at H=400 A, 28.2357 eV at H=800 A
  slope 0.038207 eV/A, asymptotic formula 0.038468 eV/A
```
